# How a nodeless trial function can bias pseudopotential diffusion Monte Carlo: verification in Python

```python
"""Result under test: with a nonlocal pseudopotential W, the DMC energy of a
two-electron singlet depends on the Jastrow factor J although the trial function
psi = phi(r1) phi(r2) exp(J(r12)) has no nodes.
Locality approximation (LA): W -> (W psi)/psi.
T-moves (TM): negative off-diagonal elements of W stay; positive ones are localized.
W = A sum_i exp(-r_i^2) P_L(i), P_L(i) = projector of electron i on angular momentum L.
S states: Psi = sum_l F_l(r1,r2) Pn_l(x)/(r1 r2), x = cos(theta12), Pn_l normalized.
Effective Hamiltonians are diagonalized, so there is no statistical or time-step error.
Hartree atomic units throughout."""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.special import erf, eval_genlaguerre, eval_legendre
from scipy.linalg import eigh, block_diag
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
LX = 24                                    # highest Legendre order for trial functions
xg, wx = leggauss(48)
orders = np.arange(LX + 1)
P = np.array([eval_legendre(l, xg) for l in orders])
project = (2 * orders[:, None] + 1) / 2 * P * wx
CHARGE, A_P, A_S = 2.0, 4.0, 1.0


def shape(r):
    return np.exp(-r * r)


def unit_grid(n):
    s, w = leggauss(n)
    return (s + 1) / 2, w / 2


def jastrow(r12, beta):
    return np.zeros_like(r12) if beta is None else r12 / (2 * (1 + beta * r12))


def positive_share(L, sign):
    """Legendre eigenvalues of the part of the projector kernel with sign*kernel > 0."""
    h, w = unit_grid(40)
    share = np.zeros(LX + 1)
    for t in (h, -h):
        k = (2 * L + 1) / 2 * eval_legendre(L, t)
        k = np.where(sign * k > 0, k, 0.0)
        share += np.array([np.sum(w * k * eval_legendre(l, t)) for l in orders])
    return share


def localized(A, share, g, r1, r2):
    """Localized kernel acting on the trial function, divided by that function."""
    coef = g @ project.T
    return A * (shape(r1) + shape(r2))[:, None] * ((coef * share) @ P) / g


class TwoElectronSolver:
    def __init__(self, n, lmax, lam=1.2):
        self.n, self.nl, self.lam = n, lmax + 1, lam
        self.ia, self.ib = np.triu_indices(n)
        self.npair = len(self.ia)
        C = np.zeros((n * n, self.npair))
        for p, (a, b) in enumerate(zip(self.ia, self.ib)):
            C[a * n + b, p] = C[b * n + a, p] = 1.0 if a == b else np.sqrt(0.5)
        self.C = C
        s, w = unit_grid(200)
        self.r, self.w = 35 * s**2, 70 * s * w
        self.u, self.du = self.radial(self.r)
        s, ws = unit_grid(72)
        t, wt = unit_grid(44)
        R, T = np.meshgrid(35 * s**2, t, indexing="ij")
        self.r1, self.r2 = R.ravel(), (R * T).ravel()
        # the region r2 < r1 is counted twice because all functions are symmetric
        self.wp = (2 * R * np.outer(70 * s * ws, wt)).ravel()
        u1, u2 = self.radial(self.r1)[0], self.radial(self.r2)[0]
        fac = np.where(self.ia == self.ib, 0.5, np.sqrt(0.5))[:, None]
        self.B = fac * (u1[self.ia] * u2[self.ib] + u1[self.ib] * u2[self.ia])
        self.Pn = np.sqrt((2 * np.arange(self.nl)[:, None] + 1) / 2) * P[:self.nl]
        self.PP = (self.Pn[:, None, :] * self.Pn[None, :, :] * wx).reshape(-1, len(xg))
        self.r12 = np.sqrt(np.maximum(self.r1[:, None]**2 + self.r2[:, None]**2
                           - 2 * (self.r1 * self.r2)[:, None] * xg, 0))
        self.vmat = self.one_body(self.radial_matrix(shape(self.r)))
        ratio = self.r2 / self.r1
        vee = np.zeros((self.nl**2, len(self.r1)))
        for k in range(2 * lmax + 1):
            vee += np.outer(self.PP @ P[k], ratio**k / self.r1)
        self.ee = self.assemble(vee)

    def radial(self, r):
        u, du, lam = [], [], self.lam
        for a in range(self.n):
            c = np.sqrt((2 * lam)**3 / ((a + 1) * (a + 2))) * np.exp(-lam * r)
            lag = eval_genlaguerre(a, 2, 2 * lam * r)
            dlag = -eval_genlaguerre(a - 1, 3, 2 * lam * r) if a else 0 * r
            u.append(c * r * lag)
            du.append(c * ((1 - lam * r) * lag + 2 * lam * r * dlag))
        return np.array(u), np.array(du)

    def radial_matrix(self, f):
        return (self.u * (self.w * f)) @ self.u.T

    def one_body(self, M):
        I = np.eye(self.n)
        return self.C.T @ (np.kron(M, I) + np.kron(I, M)) @ self.C

    def assemble(self, vll):
        m, H = self.npair, np.zeros((self.nl * self.npair,) * 2)
        for l in range(self.nl):
            for k in range(l + 1):
                blk = (self.B * (self.wp * vll[l * self.nl + k])) @ self.B.T
                H[l*m:(l+1)*m, k*m:(k+1)*m] = blk
                H[k*m:(k+1)*m, l*m:(l+1)*m] = blk.T
        return H

    def local_hamiltonian(self, potential):
        kin = 0.5 * (self.du * self.w) @ self.du.T
        blocks = []
        for l in range(self.nl):
            f = potential(self.r) + l * (l + 1) / (2 * self.r**2)
            blocks.append(self.one_body(kin + self.radial_matrix(f)))
        return block_diag(*blocks) + self.ee

    def nonlocal_part(self, A, eigenvalues):
        return block_diag(*[A * e * self.vmat for e in eigenvalues[:self.nl]])

    def effective(self, H0, A, L, share, g):
        V = localized(A, share, g, self.r1, self.r2)
        kept = (orders == L) - share
        return H0 + self.nonlocal_part(A, kept) + self.assemble(self.PP @ V.T)

    def trial(self, beta):
        return np.exp(jastrow(self.r12, beta))


def ground(H):
    e, c = eigh(H, subset_by_index=[0, 0])
    return e[0], c[:, 0]


def sphere_integral(A, L, r1, r2, x, beta):
    """LA potential and localized TM potential from rotations in Cartesian space."""
    pos = [np.array([0.0, 0.0, r1]),
           np.array([r2 * np.sqrt(max(1 - x * x, 0)), 0.0, r2 * x])]

    def psi(a, b):
        ra, rb = np.linalg.norm(a, axis=-1), np.linalg.norm(b, axis=-1)
        return np.exp(-0.9 * (ra + rb) + jastrow(np.linalg.norm(a - b, axis=-1), beta))

    h, w = unit_grid(40)
    az = 2 * np.pi * np.arange(80) / 80
    total, positive = 0.0, 0.0
    for i in (0, 1):
        here, other = pos[i], pos[1 - i]
        rad = np.linalg.norm(here)
        axis = here / rad
        e2 = np.array([0.0, 1.0, 0.0])     # both electrons lie in the xz plane
        e1 = np.cross(e2, axis)
        for t in (h, -h):
            st = np.sqrt(1 - t * t)
            pts = rad * (t[:, None, None] * axis + st[:, None, None] *
                         (np.cos(az)[None, :, None] * e1 + np.sin(az)[None, :, None] * e2))
            ratio = psi(pts, other) / psi(here, other)
            kern = A * shape(rad) * (2 * L + 1) / (4 * np.pi) * eval_legendre(L, t)
            ring = ratio.sum(axis=1) * 2 * np.pi / 80
            total += np.sum(w * kern * ring)
            positive += np.sum(w * np.maximum(kern, 0) * ring)
    return total, positive


def core(r):
    return -CHARGE * erf(r) / r


S = TwoElectronSolver(10, 6)
overlap = (S.B * S.wp) @ S.B.T
assert np.max(abs(overlap - np.eye(S.npair))) < 1e-6

# harmonic atom of frequency 1/2: analytic energy 2 hartree
omega = 0.5
e_harm = ground(S.local_hamiltonian(lambda r: omega**2 * r**2 / 2))[0]
# separated problem: relative motion in r12 plus centre-of-mass zero-point energy
relative = (S.du * S.w) @ S.du.T + S.radial_matrix(omega**2 * S.r**2 / 4 + 1 / S.r)
e_separated = ground(relative)[0] + 1.5 * omega
assert abs(e_separated - 2) < 1e-3
assert -1e-6 < e_harm - 2 < 2e-3           # finite basis approaches from above

# effective potentials: Legendre formula against rotations of the full trial function
ALL_P = (orders == 1).astype(float)
PLUS_P = positive_share(1, 1)
ix = 30
for beta in (None, 0.5):
    a, b = np.array([1.3]), np.array([0.8])
    d = np.sqrt(a[0]**2 + b[0]**2 - 2 * a[0] * b[0] * xg)[None, :]
    g = np.exp(jastrow(d, beta))
    formula = [localized(A_P, sh, g, a, b)[0, ix] for sh in (ALL_P, PLUS_P)]
    direct = sphere_integral(A_P, 1, a[0], b[0], xg[ix], beta)
    assert np.allclose(formula, direct, atol=1e-5)

H0 = S.local_hamiltonian(core)
H = H0 + S.nonlocal_part(A_P, ALL_P)
E0, c0 = ground(H)
E_without = ground(H0)[0]
weights = np.sum(c0.reshape(S.nl, -1)**2, axis=1)

betas = (None, 2.0, 1.0, 0.5, 0.2)
results, mixed = {}, {}
for beta in betas:
    g = S.trial(beta)
    for name, share in (("LA", ALL_P), ("TM", PLUS_P)):
        e, c = ground(S.effective(H0, A_P, 1, share, g))
        results[name, beta] = (e, c @ H @ c)
        if beta == 0.5:
            F = g * (S.r1 * S.r2 * np.exp(-S.r1 - S.r2))[:, None]
            tvec = (((F * wx) @ S.Pn.T).T * S.wp @ S.B.T).ravel()
            mixed[name] = (tvec @ H @ c) / (tvec @ c)
            assert abs(mixed[name] - e) < 1e-4     # finite-basis trial function
    e, true = results["TM", beta]
    assert e >= true - 1e-7 and true >= E0 - 1e-9
spread = {m: np.ptp([results[m, b][0] for b in betas]) for m in ("LA", "TM")}
assert spread["LA"] > 1e-4 and spread["TM"] > 1e-4
assert results["LA", None][0] < E0 - 1e-4
assert abs(results["LA", None][0] - E_without) < 1e-8

# energy differences in a smaller basis
Q = TwoElectronSolver(8, 5)
Q0 = Q.local_hamiltonian(core)
EQ = ground(Q0 + Q.nonlocal_part(A_P, ALL_P))[0]
basis_change = 0.0
for beta in (None, 0.5):
    for name, share in (("LA", ALL_P), ("TM", PLUS_P)):
        dq = ground(Q.effective(Q0, A_P, 1, share, Q.trial(beta)))[0] - EQ
        basis_change = max(basis_change, abs(dq - results[name, beta][0] + E0))
assert basis_change < 5e-5

# trial function with the angular shape of the computed ground state
F0 = (c0.reshape(S.nl, -1) @ S.B).T @ S.Pn
F0 *= np.sign(np.sum(F0 * S.wp[:, None] * wx))
assert np.min(F0[S.r1 < 4]) > 0
top = np.max(F0, axis=1)
good = (S.r1 < 7) & (top > 0) & (np.min(F0, axis=1) > 0.15 * top)
# elsewhere the finite-basis tail is unreliable, so a constant angular shape is used
g0 = np.ones_like(F0)
g0[good] = F0[good] / top[good, None]
quad, exact_trial_error = {}, {}
for name, share in (("LA", ALL_P), ("TM", PLUS_P)):
    def energy(eps):
        return ground(S.effective(H0, A_P, 1, share, g0 * np.exp(eps * xg)))[0]
    center = energy(0.0)
    exact_trial_error[name] = center - E0
    assert abs(center - E0) < 2e-5
    p1, m1, p2, m2 = (energy(e) for e in (0.02, -0.02, 0.04, -0.04))
    even1, even2 = (p1 + m1) / 2 - center, (p2 + m2) / 2 - center
    assert abs(p1 - m1) / 0.04 < 3e-3      # remaining slope is of second order in eps
    assert 3.7 < even2 / even1 < 4.3
    quad[name] = (even1, even2)

# s projector: repulsive gives TM = LA, attractive gives exact TM
ALL_S = (orders == 0).astype(float)
s_results = {}
for sign in (1, -1):
    A = sign * A_S
    es = ground(H0 + S.nonlocal_part(A, ALL_S))[0]
    plus = positive_share(0, sign)
    for beta in (None, 0.5):
        g = S.trial(beta)
        la = ground(S.effective(H0, A, 0, ALL_S, g))[0]
        tm = ground(S.effective(H0, A, 0, plus, g))[0]
        s_results[sign, beta] = (es, la, tm)
        assert abs(tm - (la if sign > 0 else es)) < 1e-8
    assert abs(s_results[sign, None][1] - s_results[sign, 0.5][1]) > 5e-5


def label(beta):
    return "J=0" if beta is None else f"beta={beta:.1f}/bohr"


print(f"Core charge {CHARGE:.1f} e; p strength {A_P:.1f} hartree; range exponent 1 bohr^-2")
print(f"Basis: {S.n} radial functions, l = 0 to {S.nl - 1}")
print(f"Harmonic atom, frequency {omega:.1f} a.u.: two-electron solver {e_harm:.6f} hartree,"
      f" separated motion {e_separated:.6f} hartree")
print(f"Full nonlocal Hamiltonian E0 = {E0:.6f} hartree = {E0 * HARTREE_EV:.4f} eV")
print(f"Energy with W deleted = {E_without:.6f} hartree")
print("Weights of l=0,1,2 in ground state:", *[f"{w:.6f}" for w in weights[:3]])
print("Positive p-kernel eigenvalues l=0,1,2:", *[f"{v:.6f}" for v in PLUS_P[:3]])
print("Effective potentials at r1=1.0 bohr, r2=0.5 bohr (hartree):")
for beta in (None, 0.5):
    for x, side in ((1.0, "same side"), (-1.0, "opposite")):
        la, plus = sphere_integral(A_P, 1, 1.0, 0.5, x, beta)
        print(f"  {label(beta)}, {side}: V_LA={la:.5f}, V_plus={plus:.5f}")
print("p channel: DMC energy E (hartree), E-E0 and <H>-E0 (millihartree)")
for name in ("LA", "TM"):
    for beta in betas:
        e, true = results[name, beta]
        print(f"  {name} {label(beta)}: {e:.6f}, {1e3*(e-E0):+.4f}, {1e3*(true-E0):+.4f}")
for name in ("LA", "TM"):
    print(f"{name} Jastrow spread: {1e3*spread[name]:.4f} millihartree"
          f" = {1e3*spread[name]*HARTREE_EV:.3f} meV")
    print(f"{name} mixed estimate, beta=0.5/bohr: {mixed[name]:.6f} hartree")
    print(f"{name} error with ground-state trial: {1e6*exact_trial_error[name]:+.3f} microhartree")
    q1, q2 = quad[name]
    print(f"{name} even error, eps=0.02, 0.04: {1e6*q1:+.2f}, {1e6*q2:+.2f} microhartree;"
          f" ratio {q2/q1:.3f}")
print(f"Largest basis change of tested energy errors: {1e3*basis_change:.4f} millihartree")
print("s channel: E0 (hartree), LA-E0 and TM-E0 (millihartree)")
for (sign, beta), (es, la, tm) in s_results.items():
    print(f"  A={sign*A_S:+.1f} hartree, {label(beta)}: {es:.6f},"
          f" {1e3*(la-es):+.4f}, {1e3*(tm-es):+.4f}")
print("OK")
```

Printed output:

```
Core charge 2.0 e; p strength 4.0 hartree; range exponent 1 bohr^-2
Basis: 10 radial functions, l = 0 to 6
Harmonic atom, frequency 0.5 a.u.: two-electron solver 2.000247 hartree, separated motion 2.000006 hartree
Full nonlocal Hamiltonian E0 = -1.374524 hartree = -37.4027 eV
Energy with W deleted = -1.382792 hartree
Weights of l=0,1,2 in ground state: 0.991091 0.008135 0.000672
Positive p-kernel eigenvalues l=0,1,2: 0.750000 0.500000 0.187500
Effective potentials at r1=1.0 bohr, r2=0.5 bohr (hartree):
  J=0, same side: V_LA=0.00000, V_plus=3.44004
  J=0, opposite: V_LA=0.00000, V_plus=3.44004
  beta=0.5/bohr, same side: V_LA=-0.54400, V_plus=3.69270
  beta=0.5/bohr, opposite: V_LA=0.43284, V_plus=3.37101
p channel: DMC energy E (hartree), E-E0 and <H>-E0 (millihartree)
  LA J=0: -1.382792, -8.2671, +6.5816
  LA beta=2.0/bohr: -1.379819, -5.2946, +4.1016
  LA beta=1.0/bohr: -1.376696, -2.1719, +1.5547
  LA beta=0.5/bohr: -1.374840, -0.3158, +0.1544
  LA beta=0.2/bohr: -1.384062, -9.5375, +8.9801
  TM J=0: -1.373186, +1.3389, +0.1273
  TM beta=2.0/bohr: -1.373674, +0.8505, +0.0801
  TM beta=1.0/bohr: -1.374155, +0.3695, +0.0331
  TM beta=0.5/bohr: -1.374459, +0.0650, +0.0046
  TM beta=0.2/bohr: -1.373388, +1.1364, +0.1270
LA Jastrow spread: 9.2217 millihartree = 250.934 meV
LA mixed estimate, beta=0.5/bohr: -1.374839 hartree
LA error with ground-state trial: -0.216 microhartree
LA even error, eps=0.02, 0.04: -325.91, -1305.68 microhartree; ratio 4.006
TM Jastrow spread: 1.2739 millihartree = 34.664 meV
TM mixed estimate, beta=0.5/bohr: -1.374462 hartree
TM error with ground-state trial: +0.150 microhartree
TM even error, eps=0.02, 0.04: +40.82, +163.27 microhartree; ratio 4.000
Largest basis change of tested energy errors: 0.0216 millihartree
s channel: E0 (hartree), LA-E0 and TM-E0 (millihartree)
  A=+1.0 hartree, J=0: -1.118121, +3.7260, +3.7260
  A=+1.0 hartree, beta=0.5/bohr: -1.118121, +1.4160, +1.4160
  A=-1.0 hartree, J=0: -1.811418, -3.8363, +0.0000
  A=-1.0 hartree, beta=0.5/bohr: -1.811418, -0.1458, +0.0000
OK
```
